\section*{The inverse-volume Makov-Payne term from the second radial moment}

\section{A spherical charge in a cubic cell}

Take a spherical charge cloud $\rho(r)$ of total charge $q$ and radius $a<L/2$, centred in a cube of side $L$ and volume $V=L^3$. The cube is repeated periodically and filled with a uniform background of density $-q/V$. How much does the electrostatic energy per cell differ from that of the isolated cloud?

Let $\psi(\mathbf r)$ be the periodic potential of a unit point charge per cell with its background, fixed by zero mean over the cell. Remove the potential of the point charge at the origin:
\begin{equation}
\chi(\mathbf r)=\psi(\mathbf r)-\frac{1}{4\pi\varepsilon_0 r},\qquad
\chi(0)=-\frac{\alpha}{4\pi\varepsilon_0L}.
\label{chi}
\end{equation}
The second relation defines the Madelung constant $\alpha$; for the simple cubic lattice $\alpha=2.837297$. For $r<L$ no image charge is met, so $\chi$ feels the background alone, of density $-1/V$, and $\nabla^2\chi=1/(\varepsilon_0V)$. Its average $m(r)$ over a sphere of radius $r$ obeys $m''+2m'/r=1/(\varepsilon_0V)$ and is finite at the origin, hence
\begin{equation}
m(r)=-\frac{\alpha}{4\pi\varepsilon_0L}+\frac{r^2}{6\varepsilon_0V}.
\label{mean}
\end{equation}

Now spread the point charge into the cloud. The potential changes by $u(r)=\phi_{\rm iso}(r)-q/(4\pi\varepsilon_0r)$, where $\phi_{\rm iso}$ is the potential of the isolated cloud. By Gauss's law $u=0$ for $r>a$. Since $\nabla^2(r^2/6)=1$, Green's identity gives
\begin{equation}
\int u\,d^3r=\int\frac{r^2}{6}\nabla^2u\,d^3r
=-\frac{1}{6\varepsilon_0}\int r^2\left[\rho-q\,\delta(\mathbf r)\right]d^3r
=-\frac{Q}{6\varepsilon_0},\qquad Q=\int\rho\,r^2\,d^3r .
\label{green}
\end{equation}
The potential in the cell is therefore $\phi=q\psi+u+C$, and zero mean requires $C=Q/(6\varepsilon_0V)$. Subtracting $\phi_{\rm iso}$ leaves $\phi-\phi_{\rm iso}=q\chi+C$. With zero mean potential the background contributes nothing to $\frac12\int(\rho-q/V)\phi$, so
\begin{align}
E_{\rm per}-E_{\rm iso}
&=\frac12\int\rho\,(q\,m+C)\,d^3r\nonumber\\
&=-\frac{\alpha q^2}{8\pi\varepsilon_0L}
+\underbrace{\frac{qQ}{12\varepsilon_0V}}_{\text{curvature}}
+\underbrace{\frac{qQ}{12\varepsilon_0V}}_{\text{constant }C}
=-\frac{\alpha q^2}{8\pi\varepsilon_0L}+\frac{qQ}{6\varepsilon_0V}.
\label{sphere}
\end{align}
For such a cloud there is no further term.

A Gaussian of standard deviation $\sigma=1$ \AA\ and charge $e$ has $Q=3\sigma^2e=3\,e\,$\AA$^2$. Its tails overlap the images very weakly at $L=12$ \AA. With $e^2/(6\varepsilon_0)=30.1585$ eV\,\AA, the last term is $30.1585\times3/1728=0.05236$ eV. Added to the Madelung term, $-1.70234$ eV, it gives $-1.64998$ eV, which a direct reciprocal-space sum reproduces. The potential shift $C$ is confirmed separately.

\section{The theorem}

\paragraph{Assumptions.} The density $\rho(\mathbf r)$ is fixed as $L$ varies and vanishes outside a ball of radius $a<L/2$. It may have any shape and may contain point nuclei, whose self-energies are common to both systems and cancel in the difference. The cell is cubic, the background uniform, the mean potential zero, and there is no macroscopic electric field; in reciprocal space this means omitting $\mathbf G=0$. Define
\begin{equation}
q=\int\rho\,d^3r,\qquad \mathbf p=\int\rho\,\mathbf r\,d^3r,\qquad Q=\int\rho\,r^2\,d^3r .
\end{equation}

\paragraph{Theorem.} Under these assumptions
\begin{equation}
E_{\rm per}-E_{\rm iso}=-\frac{\alpha q^2}{8\pi\varepsilon_0L}
+\frac{qQ-|\mathbf p|^2}{6\varepsilon_0V}
+\frac{c_4D}{8\pi\varepsilon_0L^5}+O(L^{-7}),
\label{theorem}
\end{equation}
where $c_4$ is a number belonging to the cubic lattice and
\begin{equation}
D=\iint\rho(\mathbf r)\rho(\mathbf r')\,h_4(\mathbf r-\mathbf r')\,d^3r\,d^3r',\qquad
h_4(\mathbf r)=x^4+y^4+z^4-\tfrac35r^4 .
\end{equation}
If the origin is placed where $\mathbf p=0$, the inverse-volume term is $+qQ/(6\varepsilon_0V)$. A correction \emph{added} to a periodic energy to recover the isolated one carries the opposite signs: $+\alpha q^2/(8\pi\varepsilon_0L)-qQ/(6\varepsilon_0V)$.

\section{Two lemmas and the proof}

\paragraph{Lemma 1 (energy difference).}
\begin{equation}
E_{\rm per}-E_{\rm iso}=\frac12\iint\rho(\mathbf r)\rho(\mathbf r')\,\chi(\mathbf r-\mathbf r')\,d^3r\,d^3r'.
\label{lemma1}
\end{equation}

\emph{Proof.} The potential $\phi(\mathbf r)=\int\rho(\mathbf r')\psi(\mathbf r-\mathbf r')\,d^3r'$ is periodic, solves Poisson's equation for the repeated density with its background, and has zero mean because $\psi$ has. Hence
\begin{equation}
E_{\rm per}=\frac12\int_V\left(\rho-\frac qV\right)\phi\,d^3r
=\frac12\int\rho\,\phi\,d^3r
=\frac12\iint\rho\rho'\,\psi(\mathbf r-\mathbf r')\,d^3r\,d^3r'.
\end{equation}
The isolated energy is the same double integral with $\psi$ replaced by $1/(4\pi\varepsilon_0|\mathbf r-\mathbf r'|)$. Subtraction leaves $\chi$.

\paragraph{Lemma 2 (kernel near the origin).} For $r<L$,
\begin{equation}
\chi(\mathbf r)=-\frac{\alpha}{4\pi\varepsilon_0L}+\frac{r^2}{6\varepsilon_0V}
+\frac{c_4\,h_4(\mathbf r)}{4\pi\varepsilon_0L^5}+\cdots,
\label{lemma2}
\end{equation}
where the omitted terms are harmonic polynomials of degree six and higher.

\emph{Proof.} Since $\nabla^2r^2=6$, the function $\chi-r^2/(6\varepsilon_0V)$ is harmonic for $r<L$ and can be expanded in harmonic polynomials. Each degree must separately have the symmetry of the cube.

Inversion removes the odd degrees. A quadratic form that is unchanged when any one axis is reversed has no cross terms. If it is also unchanged when axes are exchanged, it is a multiple of $r^2$. That is harmonic only if the multiple is zero, so degree two is absent.

At degree four the invariant polynomials are combinations of $x^4+y^4+z^4$ and $r^4$. Their Laplacians are $12r^2$ and $20r^2$, so the harmonic combination is $h_4$. Finally, Poisson's equation gives the scaling $\psi_L(\mathbf r)=L^{-1}\psi_1(\mathbf r/L)$, where lengths in $\psi_1$ are measured in units of the side. A term of degree $l$ thus carries $L^{-l-1}$.

The number $c_4$ follows from the images. Sum them in growing spheres, each with its uniform ball of background. The ball's potential is a constant plus a multiple of $r^2$ and cannot contribute at degree four. Along the $x$ axis an image at $\mathbf R$ contributes $x^4P_4(\cos\theta_{\mathbf R})/R^5$, where $P_4$ is the Legendre polynomial and $\theta_{\mathbf R}$ the angle between $\mathbf R$ and the axis. On that axis $h_4=\frac25x^4$. For $L=1$,
\begin{equation}
c_4=\frac52\sum_{\mathbf R\ne0}\frac{P_4(\cos\theta_{\mathbf R})}{R^5}=7.771 .
\end{equation}
An estimate from values of the kernel itself gives $7.769$; it retains some of the higher harmonics.

\paragraph{Proof of the theorem.} Both $\mathbf r$ and $\mathbf r'$ in \eqref{lemma1} lie in the ball, so $|\mathbf r-\mathbf r'|\le2a<L$ and \eqref{lemma2} applies. The constant gives
\begin{equation}
\frac12\left(-\frac{\alpha}{4\pi\varepsilon_0L}\right)q^2=-\frac{\alpha q^2}{8\pi\varepsilon_0L}.
\end{equation}
For the quadratic part, expand the square:
\begin{align}
\iint\rho\rho'|\mathbf r-\mathbf r'|^2\,d^3r\,d^3r'
&=\iint\rho\rho'\left(r^2+r'^2-2\mathbf r\cdot\mathbf r'\right)d^3r\,d^3r'\nonumber\\
&=Qq+qQ-2\,\mathbf p\cdot\mathbf p=2\left(qQ-|\mathbf p|^2\right).
\end{align}
Multiplication by $\frac12\cdot1/(6\varepsilon_0V)$ gives the second term of \eqref{theorem}. The quartic part gives $\frac12c_4D/(4\pi\varepsilon_0L^5)$, and the next harmonic, of degree six, gives $L^{-7}$. This completes the proof.

\section{Remarks}

\paragraph{Coupling to the background.} Inside a large ball centred on the origin, a background of density $-q/V$ has the potential $\phi_b=qr^2/(6\varepsilon_0V)$ plus a constant, because $\phi_b$ is spherically symmetric and $\nabla^2\phi_b=-(-q/V)/\varepsilon_0$. The interaction of $\rho$ with this curved potential is
\begin{equation}
\int\rho\,\phi_b\,d^3r=\frac{qQ}{6\varepsilon_0V},
\end{equation}
which is the complete inverse-volume term for $\mathbf p=0$. It is an interaction between two distributions, so it carries no factor $\frac12$.

The form $\frac12\int\rho\phi$ shows the same energy in two halves, as in \eqref{sphere}. If the constant $C$ is removed from $\phi$, the half it supplied reappears as energy of the background: $-\frac12(q/V)(-C)V=\frac12qC$. The total is unchanged because the cell is neutral. Keeping the curvature while dropping both forms of this contribution would halve the result.

\paragraph{Choice of origin.} Moving the origin by $\mathbf d$ changes $\mathbf p$ to $\mathbf p-q\mathbf d$ and $Q$ to $Q-2\mathbf p\cdot\mathbf d+qd^2$. Then
\begin{equation}
q\left(Q-2\mathbf p\cdot\mathbf d+qd^2\right)-|\mathbf p-q\mathbf d|^2=qQ-|\mathbf p|^2 ,
\end{equation}
as a translation requires. For $q\neq0$ the choice $\mathbf d=\mathbf p/q$ removes the dipole.

A two-centre test density with $q=e$, $Q=0.09\,e\,$\AA$^2$ and $|\mathbf p|^2=1.41\,e^2$\AA$^2$ shows what is at stake. At $L=20$ \AA\ the formula gives $30.1585\times(0.09-1.41)/8000$ eV $=-4.976$ meV. The computed energy beyond the Madelung term is $-4.979$ meV, and the $L^{-5}$ term, $-0.003$ meV, accounts for the difference. Without $|\mathbf p|^2$ the result would be $+0.339$ meV, with the wrong sign.

\paragraph{Cells that are not cubic.} In an orthorhombic cell symmetry still removes cross terms, but the quadratic part of $\chi$ becomes $\sum_iM_ix_i^2$. Poisson's equation fixes only the sum, $\sum_iM_i=1/(2\varepsilon_0V)$. The steps of the proof then give the inverse-volume term
\begin{equation}
\sum_iM_i\left(qQ_{ii}-p_i^2\right),\qquad Q_{ii}=\int\rho\,x_i^2\,d^3r,
\end{equation}
so the radial moment alone is insufficient for a general density. In a tetragonal cell with sides $1,1,1.3$, the values of $4\pi\varepsilon_0M_i$ are $2.235$ along $x$ and $0.363$ along $z$. In the unit cube all three equal $2\pi/3=2.094$.

\paragraph{Loss of localization.} If the charge spreads uniformly over the cube, then $Q=q\cdot3(L^2/12)=qL^2/4$, and the formal inverse-volume term becomes $q^2/(24\varepsilon_0L)$. It now scales like the Madelung term. The assumption of a fixed, localized $\rho$ has failed, and the ordering in powers of $1/L$ fails with it.

\section{The ion H$_3^+$}

The ion is an equilateral triangle centred in the cell, in a plane parallel to a cube face. At the restricted Hartree--Fock level with the 6-31G basis the optimized side is $0.844$ \AA. This level omits electron correlation, and the basis has no $p$ functions on hydrogen. The numbers below illustrate the theorem for this density and are not converged properties of the ion: in the cc-pVTZ basis the side is $0.868$ \AA\ and $Q$ is about $-0.40\,e\,$\AA$^2$, with the same sign but a fifth smaller in magnitude. The density of the isolated ion is held fixed, so its response to the periodic potential is not included.

By symmetry $\mathbf p=0$ about the centre. The second moment has contributions from nuclei and electrons:
\begin{equation}
Q=(0.71284-1.22127)\,e\,\text{\AA}^2=-0.50843\,e\,\text{\AA}^2 .
\end{equation}
It is negative although $q=+e$, because the electrons extend farther out than the nuclei. The inverse-volume term therefore lowers the periodic energy, whereas it raised that of the Gaussian. For $L=10$ \AA,
\begin{align}
-\frac{\alpha e^2}{8\pi\varepsilon_0L}&=-\frac{2.837297\times14.39964}{2\times10}\ \text{eV}=-2.04280\ \text{eV},\\
\frac{qQ}{6\varepsilon_0V}&=\frac{30.1585\times(-0.5084)}{1000}\ \text{eV}=-0.01533\ \text{eV}.
\end{align}
The inverse-volume term is $0.75$ percent of the Madelung term. From \eqref{theorem} their ratio is $-(4\pi/3\alpha)\,Q/(qL^2)$, so it falls as $L^{-2}$.

The complete difference, evaluated by Ewald summation without a moment expansion, is $-2.05807$ eV. What remains after both terms are subtracted is $65.4\ \mu$eV. The quartic double moment is $D=0.1171\,e^2$\AA$^4$, so the predicted next term is
\begin{equation}
\frac{c_4D}{8\pi\varepsilon_0L^5}
=\frac{14.3996\times7.7706\times0.1171}{2\times10^5}\ \text{eV}=65.5\ \mu\text{eV}.
\end{equation}
At $L=20$ \AA\ the remainder is $2.046\ \mu$eV and the prediction $2.047\ \mu$eV. Between these two sizes the remainder decays with exponent $4.999$. This check is sensitive to the sign and the factor of the $L^{-3}$ term: a reversed sign or a factor of two would leave a remainder of several meV or more at $L=10$ \AA.

\section{A charge in a screening medium}

In a uniform, isotropic, linear medium whose response is local, $\varepsilon_0$ becomes $\varepsilon_0\varepsilon_r$ throughout. Both leading terms are divided by $\varepsilon_r$, and $\rho$ is the external charge without the polarization it induces. Real screening depends on wavelength. For an isotropic medium let the inverse dielectric function be a bounded, smooth function of the vector $\mathbf k$, so that only even powers of $k$ appear in
\begin{equation}
s(k)=\frac1{\varepsilon_r}+\beta k^2+\cdots .
\end{equation}

\paragraph{Proposition.} For a smooth spherical charge in this medium that decays faster than any power of $r$,
\begin{equation}
E_{\rm per}-E_{\rm iso}=-\frac{\alpha q^2}{8\pi\varepsilon_0\varepsilon_rL}
+\frac{qQ}{6\varepsilon_0\varepsilon_rV}-\frac{q^2\beta}{2\varepsilon_0V},
\label{medium}
\end{equation}
up to terms that vanish faster than any power of $1/L$.

\emph{Proof.} The two energies are
\begin{equation}
E_{\rm per}=\frac1{2\varepsilon_0V}\sum_{\mathbf G\ne0}\frac{F(G)}{G^2},\qquad
E_{\rm iso}=\frac1{2\varepsilon_0}\int\frac{d^3k}{(2\pi)^3}\frac{F(k)}{k^2},\qquad F=|\rho(k)|^2s(k).
\end{equation}
Averaging $e^{-i\mathbf k\cdot\mathbf r}$ over directions gives $\rho(k)=q-k^2Q/6+\cdots$, hence $|\rho|^2=q^2-qQk^2/3+\cdots$. Split off a narrow Gaussian charge of width $\eta$:
\begin{equation}
F(k)=\frac{q^2}{\varepsilon_r}e^{-\eta^2k^2}+k^2W(k),\qquad
W(0)=q^2\beta-\frac{qQ}{3\varepsilon_r}+\frac{q^2\eta^2}{\varepsilon_r}.
\end{equation}
The Gaussian part follows from \eqref{sphere} with second moment $3\eta^2q$. Its inverse-volume term is $q^2\eta^2/(2\varepsilon_0\varepsilon_rV)$.

Under the stated conditions $W$ is a smooth function of the vector $\mathbf k$. Both conditions are needed: a $k^3$ term in $s$, or a power-law tail such as $\rho\propto(r^2+a^2)^{-3}$ with $\rho(k)=q(1+ka)e^{-ka}$, leaves a remainder of order $L^{-4}$. By Poisson summation, $V^{-1}\sum_{\mathbf G}W$ over all $\mathbf G$ equals the integral $\int W\,d^3k/(2\pi)^3$ up to rapidly vanishing terms. Omitting $\mathbf G=0$ therefore contributes $-W(0)/(2\varepsilon_0V)$. In the sum of both parts $\eta$ cancels, and \eqref{medium} remains.

Take the model $s=1/\varepsilon_r+(1-1/\varepsilon_r)k^2/(k^2+\kappa^2)$, with $\varepsilon_r=12$ and $\kappa=2$ \AA$^{-1}$. Then $\beta=(1-1/12)/4$ \AA$^2=0.2292$ \AA$^2$. For the Gaussian of the first section at $L=12$ \AA, the $Q$ term is $0.05236/12$ eV $=4.36$ meV. Since $e^2/(2\varepsilon_0)=3\times30.1585$ eV\,\AA, the dispersion term is
\begin{equation}
-\frac{3\times30.1585\times0.2292}{1728}\ \text{eV}=-12.00\ \text{meV}.
\end{equation}
The total inverse-volume term is $-7.64$ meV, opposite in sign to the $Q$ term. With the Madelung term, $-141.86$ meV, it gives $-149.50$ meV, in agreement with the direct sum.

For this Gaussian in this model, correcting with $Q/\varepsilon_r$ alone would worsen the energy obtained after the Madelung correction. In such a medium the $L^{-3}$ coefficient requires $\beta$, the leading wavelength dependence of the screening at small $k$, as well as the moment of the localized charge. The statement is limited to an isotropic continuum and a fixed external charge. A cubic crystal also allows a term $\gamma\left(\sum_ik_i^4/k^2-\frac35k^2\right)$ in $s$, of the same order as $\beta k^2$. It makes $W$ depend on direction at $\mathbf k=0$ and adds a further inverse-volume term of about $1.1\,q^2\gamma/(2\varepsilon_0V)$. Local fields and the change of a real defect's charge with cell size are not described either.

\section*{Computed values}
\begin{verbatim}
e^2/(4 pi eps0) = 14.399645 eV angstrom
e^2/(6 eps0) = 30.158547 eV angstrom
Madelung constant alpha = 2.837297479
2 pi/3 = 2.094395; kernel r^2 coefficients, cube of side 1:
  [100] 2.095638  [110] 2.094084  [111] 2.093566
tetragonal 1x1x1.3: r^2 coefficient x 2.23598, z 0.36421
  2x+z = 4.83616, 2 pi/V = 4.83322
c4 lattice sum = 7.77056, from kernel = 7.76892
Gaussian charge q = 1 e, sigma = 1.0 angstrom, L = 12.0 angstrom
  Q = 3.000 e angstrom^2
  E_per-E_iso, direct sum = -1.64997799 eV
  Madelung term = -1.70233657 eV
  inverse-volume term = 0.05235859 eV
  potential shift due to Q, direct sum = 0.05235859 V
Medium: eps_r = 12.0, kappa = 2.0 1/angstrom, same Gaussian and L
  beta = 0.229167 angstrom^2
  E_per-E_iso, direct sum = -0.14949700 eV
  Madelung term = -0.14186138 eV
  Q term = 0.00436322 eV, dispersion term = -0.01199884 eV
Dipolar test density, L = 20.0 angstrom: q = 1.0 e
  Q = 0.0900 e angstrom^2, |p|^2 = 1.4100 e^2 angstrom^2
  energy beyond Madelung term = -4.979069 meV
  formula with |p|^2 = -4.976160 meV, without = 0.339284 meV
  predicted L^-5 term = -0.002912 meV
H3+ RHF/6-31G, fixed isolated-ion density
  optimized side = 0.8443 angstrom
  Q nuclei = 0.71284 e angstrom^2
  Q electrons = -1.22127 e angstrom^2
  Q total = -0.50843 e angstrom^2, q = 1.000000 e
  quartic double moment = 0.11706 e^2 angstrom^4
  L/angstrom; then eV: E_per-E_iso, Madelung, inverse-volume
     8 -2.5832538 -2.5535049 -0.0299484
    10 -2.0580721 -2.0428039 -0.0153336
    12 -1.7111839 -1.7023366 -0.0088736
    16 -1.2804897 -1.2767524 -0.0037436
    20 -1.0233166 -1.0214019 -0.0019167
  L/angstrom; then micro-eV: remainder, predicted L^-5 term
     8 199.4938 199.8706
    10 65.4128 65.4936
    12 26.2976 26.3204
    16 6.2429 6.2460
    20 2.0460 2.0467
  remainder decay exponent, L = 10 to 20 angstrom: 4.9987
\end{verbatim}
